# Sisyphus cooling of a J = 1/2 to 3/2 atom in lin-perp-lin light, part 2

An atom of mass \(m\), with ground level \(J=1/2\) and excited level \(J=3/2\) of decay rate \(\Gamma\), moves along \(z\) with velocity \(v\) and momentum \(p\). Two weak counterpropagating waves of equal amplitude and wave number \(k\), linearly polarized along \(x\) and \(y\), cool it. Their detuning from the atomic frequency is \(\delta<0\). We seek the steady-state temperature.

The quantization axis is \(z\), and \(\mathbf e_\pm=\mp(\hat{\mathbf x}\pm i\hat{\mathbf y})/\sqrt2\). Relative to one wave, the \(\sigma^\pm\) field amplitudes are

\[
\epsilon_+=-\frac{e^{ikz}+e^{-ikz}}{\sqrt2}=-\sqrt2\cos kz,\qquad
\epsilon_-=\frac{e^{ikz}-e^{-ikz}}{\sqrt2}=i\sqrt2\sin kz . \tag{2}
\]

With \(\Omega\) the one-wave Rabi frequency on a transition of coefficient 1, the one-wave saturation parameter is

\[
s_0=\frac{\Omega^2/2}{\delta^2+\Gamma^2/4}\ll1 . \tag{5}
\]

The ground states \(g_\pm\) (magnetic quantum numbers \(\pm1/2\)) scatter \(\sigma^\pm\) light at the rate \(\Gamma s_0/2\) times \(|\epsilon_\pm|^2\) times an absorption weight. For \(g_+\) the weight is \(1\) for \(\sigma^+\) and \(1/3\) for \(\sigma^-\). After \(\sigma^-\) absorption, it emits \(\sigma^-\) with probability \(1/3\) or \(\pi\) with probability \(2/3\). For \(g_-\), exchange \(\sigma^+\) and \(\sigma^-\).

The potentials are \(U_\pm=-U_0\mp(U_0/2)\cos2kz\), with

\[
U_0=\frac23\hbar|\delta|s_0, \tag{11}
\]

and the forces are \(\pm f\), with \(f=-kU_0\sin2kz\). The pumping rates are

\[
\gamma_{-\to+}=\frac{\cos^2kz}{\tau},\qquad
\gamma_{+\to-}=\frac{\sin^2kz}{\tau},\qquad
\tau=\frac{9}{2\Gamma s_0}. \tag{14}
\]

At rest, the populations of \(g_+\) and \(g_-\) are \(\cos^2kz\) and \(\sin^2kz\).

For \(v\ll v_c=1/(2k\tau)\), the spatially averaged force is \(-\alpha v\), with

\[
\alpha=k^2U_0\tau
=k^2\left(\frac23\hbar|\delta|s_0\right)\left(\frac{9}{2\Gamma s_0}\right)
=\frac{3\hbar k^2|\delta|}{\Gamma}. \tag{21}
\]

A diffusion coefficient \(D\) makes the momentum variance grow as \(2Dt\). Random switching between \(f\) and \(-f\) contributes, locally and averaged over \(z\) (overbar),

\[
D_{\rm dip}(z)=k^2U_0^2\tau\sin^42kz . \tag{25}
\]

\[
\overline{D_{\rm dip}}=\frac34\,\frac{\hbar^2k^2\delta^2s_0}{\Gamma}. \tag{26}
\]

### Diffusion from photon recoils

Absorbed and emitted photons also give random momentum kicks. Consider the density matrix between the positions \(z_1=z+r/2\) and \(z_2=z-r/2\). It is related to the Wigner function \(W(z,p)\) by

\[
\rho(z_1,z_2)=\int dp\,W(z,p)\,e^{ipr/\hbar}. \tag{27}
\]

Two integrations by parts show that a term \(D\,\partial_p^2W\) in the equation for \(W\) corresponds to \(-(D/\hbar^2)r^2\rho\). The diffusion coefficient can thus be read from the terms of order \(r^2\). Higher orders are negligible when the momentum distribution is much wider than \(\hbar k\).

A scattering channel consists of absorption from one circular component followed by emission of a photon of definite polarization. Let \(w\) be the product of its absorption weight and branching ratio. By (2), the component has a constant phase and a real amplitude \(A(z)\), equal to \(\sqrt2\cos kz\) or \(\sqrt2\sin kz\). If \(u\) is the direction cosine of the emitted photon along \(z\), emission multiplies the density matrix by \(\langle e^{-ikur}\rangle\simeq1-k^2r^2\langle u^2\rangle/2\). The linear term vanishes by symmetry. Adding the gain and loss of the channel, summed over the final ground states, gives the factor

\[
\begin{aligned}
&\frac{\Gamma s_0w}{2}\left[A(z_1)A(z_2)\left(1-\frac{k^2r^2\langle u^2\rangle}{2}\right)-\frac{A^2(z_1)+A^2(z_2)}{2}\right]\\
&\qquad\simeq-\frac{\Gamma s_0w}{4}\,r^2\left[A'^2+k^2\langle u^2\rangle A^2\right].
\end{aligned}\tag{28}
\]

The second line follows because the product minus the mean of the squares is \(-\tfrac12[A(z_1)-A(z_2)]^2\simeq-\tfrac12r^2A'^2\). The first term in the last bracket is due to absorption and the second to emission.

A dipole \(\mathbf e_q\) radiates along \(\mathbf n\) in proportion to \(1-|\mathbf e_q\cdot\mathbf n|^2\). The normalized distributions of \(u\) are \(\tfrac38(1+u^2)\) for \(\sigma^\pm\) and \(\tfrac34(1-u^2)\) for \(\pi\) emission, so

\[
\begin{aligned}
\langle u^2\rangle_\sigma&=\frac34\left(\frac13+\frac15\right)=\frac25,\\
\langle u^2\rangle_\pi&=\frac32\left(\frac13-\frac15\right)=\frac15 .
\end{aligned}\tag{29}
\]

Write \(C=\cos^2kz\) and \(S=\sin^2kz\). An atom in \(g_+\) has three channels:

- \(\sigma^+\) absorption and \(\sigma^+\) emission, with \(w=1\);
- \(\sigma^-\) absorption and \(\sigma^-\) emission, with \(w=1/9\);
- \(\sigma^-\) absorption and \(\pi\) emission, with \(w=2/9\).

For \(\sigma^+\) light, \(A^2=2C\) and \(A'^2=2k^2S\); for \(\sigma^-\) light, \(C\) and \(S\) are exchanged. Equation (28) then gives the diffusion coefficient \(\tfrac12\hbar^2k^2\Gamma s_0\,G_+\), with

\[
\begin{aligned}
G_+&=\left(S+\frac25C\right)+\frac19\left(C+\frac25S\right)+\frac29\left(C+\frac15S\right)\\
&=\frac{11}{15}C+\frac{49}{45}S .
\end{aligned}\tag{30}
\]

For \(g_-\), exchange \(C\) and \(S\). Weighting with the populations \(C\) and \(S\) gives

\[
D_{\rm rec}(z)=\frac{\hbar^2k^2\Gamma s_0}{2}\left[\frac{11}{15}(C^2+S^2)+\frac{98}{45}CS\right]. \tag{31}
\]

The averages \(\overline{C^2}=\overline{S^2}=3/8\) and \(\overline{CS}=1/8\) make the bracket \(11/20+49/180=37/45\). Hence

\[
\overline{D_{\rm rec}}=\frac{37}{90}\hbar^2k^2\Gamma s_0 . \tag{32}
\]

### Temperature for uniform filling

Suppose that the atoms are spread uniformly over the wavelength and that \(v\ll v_c\). Averaged friction and diffusion give

\[
\frac{d\langle p^2\rangle}{dt}=-\frac{2\alpha}{m}\langle p^2\rangle+2\bar D,\qquad
\bar D=\overline{D_{\rm dip}}+\overline{D_{\rm rec}} . \tag{33}
\]

In the steady state \(k_BT=\langle p^2\rangle/m=\bar D/\alpha\). From (26), (32) and (21),

\[
\begin{aligned}
k_BT&=\frac{\Gamma}{3\hbar k^2|\delta|}\,\hbar^2k^2s_0\left(\frac{3\delta^2}{4\Gamma}+\frac{37\Gamma}{90}\right)\\
&=\frac{\hbar|\delta|s_0}{4}\left(1+\frac{74}{135}\frac{\Gamma^2}{\delta^2}\right).
\end{aligned}\tag{34}
\]

In terms of the potential height,

\[
k_BT=\frac38U_0\left(1+\frac{74}{135}\frac{\Gamma^2}{\delta^2}\right). \tag{35}
\]

At fixed detuning the temperature is proportional to the light shift. For \(|\delta|\gg\Gamma\) recoil is a small correction, and (5) gives \(k_BT\simeq\hbar\Omega^2/(8|\delta|)\).

### Effect of localization

Uniform filling is an approximation even for slow atoms. At rest the mean force is \(f\cos2kz=-(kU_0/2)\sin4kz\), which derives from the potential

\[
V(z)=-\frac{U_0}{8}\cos4kz . \tag{36}
\]

Its depth from top to bottom is \(U_0/4\), comparable with \(k_BT\). To include it, let \(W_\pm\) be the phase-space densities of the two states, \(W\) their sum and \(Y\) their difference. Motion, force and pumping give

\[
\begin{aligned}
(\partial_t+v\partial_z)W&=-f\,\partial_pY,\\
(\partial_t+v\partial_z)Y&=-f\,\partial_pW-\frac{Y-W\cos2kz}{\tau}.
\end{aligned}\tag{37}
\]

For fast pumping, \(Y=W\cos2kz\) to lowest order. Insert this in the derivatives of the second equation, and use the first equation to replace \((\partial_t+v\partial_z)W\) by \(-f\cos2kz\,\partial_pW\). To first order in \(\tau\),

\[
Y=W\cos2kz+2kv\tau\sin2kz\,W-\tau f\sin^22kz\,\partial_pW . \tag{38}
\]

The last factor arises from \(1-\cos^22kz\). Substituting (38) in the first equation of (37), and adding the recoil diffusion, gives

\[
(\partial_t+v\partial_z-V'\partial_p)W=\partial_p\left[\alpha(z)vW+D(z)\partial_pW\right], \tag{39}
\]

where

\[
\alpha(z)=2k^2U_0\tau\sin^22kz,\qquad D(z)=D_{\rm dip}(z)+D_{\rm rec}(z). \tag{40}
\]

The spatial average of \(\alpha(z)\) is (21). Friction and dipole diffusion both vanish at the minima of \(V\), where the light is circular.

The damping rate \(\alpha/m\), divided by the rate \(k\sqrt{U_0/m}\) at which an atom crosses the structure, is

\[
\varepsilon=k\tau\sqrt{U_0/m}. \tag{41}
\]

This parameter is also of the order of \(v/v_c\), so it is small whenever linear friction applies. Near the bottom of a well the oscillation frequency is \(k\sqrt{2U_0/m}\), so the time \(m/\alpha\) contains \(\sqrt2/(2\pi\varepsilon)\simeq0.23/\varepsilon\) oscillations. This number is large only if \(\varepsilon\ll0.2\), which is stricter than having the thermal velocity somewhat below \(v_c\). In that limit \(W\) depends, to leading order, on \(E=p^2/2m+V\) alone.

Integrate the stationary equation (39) over the part of one period with energy below \(E\). The left side gives zero, because conservative motion runs along the boundary. On the right, \(\partial_pW=vW'(E)\), and the boundary term must vanish:

\[
\int dz\,p\left[\alpha(z)W+D(z)W'\right]=0,\qquad p=\sqrt{2m[E-V(z)]}. \tag{42}
\]

This determines the distribution:

\[
\frac{W'}{W}=-\beta(E),\qquad
\beta(E)=\frac{\int dz\,\alpha(z)p}{\int dz\,D(z)p}. \tag{43}
\]

It is not a Boltzmann distribution, since \(\beta\) depends on energy. We keep \(k_BT=\langle p^2\rangle/m\) as the definition of the kinetic temperature. With \(K(E)=\int p\,dz\) and \(dp=m\,dE/p\), the average of \(p^2/m\) has numerator \(\int WK\,dE\) and denominator \(\int WK'\,dE\). Integrating the latter by parts, with \(K=0\) at the lowest energy and \(W\to0\) at high energy, gives

\[
k_BT=\frac{\int dE\,W K}{\int dE\,\beta W K}. \tag{44}
\]

Now measure energy in \(U_0\) and length in \(1/k\). The ratio of the prefactors of (31) and (25) is \(\Gamma^2/(4\delta^2)\), and the common factor \(\tau\) cancels in \(\beta\). Therefore

\[
k_BT=U_0\,\Phi(\delta/\Gamma). \tag{45}
\]

Localization changes the numerical factor but not the proportionality to light shift at fixed detuning. Evaluating (43) and (44) by trapezoidal quadrature gives \(\Phi=0.405\), \(0.354\), \(0.311\) and \(0.268\) for \(\delta/\Gamma=-2,-3,-5\) and \(-10\).

The values pass below \(3/8\) mainly because of the trapped atoms, for which \(\beta\) exceeds its uniform-filling value over most of the well. At large detuning the bottom of the wells dominates. Near \(z=0\), without recoil, \(\alpha\simeq8k^4U_0\tau z^2\) and \(D\simeq16k^6U_0^2\tau z^4\). An orbit of amplitude \(z_m\) has energy \(E'=U_0k^2z_m^2\) above the minimum. The integrals of \(z^2\) and \(z^4\) with weight \(\sqrt{z_m^2-z^2}\) are \(\pi z_m^4/8\) and \(\pi z_m^6/16\), so

\[
\beta\simeq\frac{k^4U_0\tau\,\pi z_m^4}{k^6U_0^2\tau\,\pi z_m^6}=\frac1{E'} . \tag{46}
\]

Hence \(W\propto1/E'\). The number of atoms per unit energy is proportional to \(W\) in a harmonic well, and its integral diverges logarithmically at the bottom. Recoil cuts off this divergence at \(E'/U_0\) of order \(\Gamma/|\delta|\), where the two diffusion terms are comparable. As \(|\delta|/\Gamma\) grows, ever more atoms collect at low energy, and \(\Phi\) falls as the inverse of a logarithm. The factor \(3/8\) is thus the large-detuning limit for uniform filling, not for the localized steady state.

### Range of validity

With \(k_BT\simeq3U_0/8\) and \(v_c=1/(2k\tau)\), the linear-friction condition involves

\[
\frac{v_{\rm rms}^2}{v_c^2}\simeq\frac32\frac{k^2\tau^2U_0}{m}=\frac32\varepsilon^2 . \tag{47}
\]

Equation (21) gives \(\tau=3\hbar|\delta|/(\Gamma U_0)\), and the recoil energy is \(E_r=\hbar^2k^2/2m\). Therefore

\[
\frac{v_{\rm rms}^2}{v_c^2}\simeq27\left(\frac{\delta}{\Gamma}\right)^2\frac{E_r}{U_0}\ll1 . \tag{48}
\]

The proportionality (45) cannot be continued to zero intensity. As \(U_0\) falls, \(v_c\) falls as \(U_0\) but the predicted thermal velocity only as \(\sqrt{U_0}\). Atoms then cross whole hills between pumping events, and this derivation no longer gives a temperature. At the other end, \(s_0\ll1\) is needed. Both conditions can hold only if

\[
\frac{81}{2}\,\frac{|\delta|}{\Gamma}\,\frac{E_r}{\hbar\Gamma}\ll s_0\ll1, \tag{49}
\]

which follows from (11) and (48). A heavy atom and a broad line favour this regime.

### A worked example

Take a model atom with \(m=200\ \mathrm u\), a wavelength of \(800\ \mathrm{nm}\) and \(\Gamma/2\pi=30\ \mathrm{MHz}\), with \(\delta=-3\Gamma\) and \(s_0=0.05\). Equation (11) gives

\[
\frac{U_0}{h}=\frac23\times90\ \mathrm{MHz}\times0.05=3.0\ \mathrm{MHz}, \tag{50}
\]

or \(U_0/k_B=144\ \mathrm{\mu K}\). The pumping time is \(\tau=0.477\ \mathrm{\mu s}\). Friction is \(\alpha=9\hbar k^2=5.85\times10^{-20}\ \mathrm{kg\,s^{-1}}\), and the velocity damping time \(m/\alpha\) is \(5.67\ \mathrm{\mu s}\).

The recoil energy is \(E_r/h=1.56\ \mathrm{kHz}\), so \(U_0/E_r=1925\), to be compared with \(27(\delta/\Gamma)^2=243\). The critical velocity is \(0.133\ \mathrm{m\,s^{-1}}\), and uniform filling gives \(v_{\rm rms}=0.049\ \mathrm{m\,s^{-1}}\). Then \((v_{\rm rms}/v_c)^2=0.13\): the condition is met, though not by a wide margin.

In units of \(\hbar^2k^2\Gamma\), the diffusion coefficients are \(\tfrac34\times9\times0.05=0.3375\) from the dipole force and \(\tfrac{37}{90}\times0.05=0.0206\) from recoil. Their sum divided by \(\alpha\) gives

\[
\begin{aligned}
\frac{k_BT}{U_0}&=\frac38\left(1+\frac{74}{135\times9}\right)=0.398,\\
T&=0.398\times144\ \mathrm{\mu K}=57\ \mathrm{\mu K}.
\end{aligned}\tag{51}
\]

The dipole term alone gives \(54\ \mathrm{\mu K}\). With localization, \(\Phi=0.354\) and \(T=51\ \mathrm{\mu K}\).

Equation (45) is the limit of small \(\varepsilon\), whereas here \(\varepsilon=0.29\). A Monte Carlo simulation of 4000 atoms does not assume that \(\varepsilon\) is small. Each atom moves under the force of its current state, changes state at the rates (14) and receives random recoil kicks. The result is \(k_BT/U_0=0.364\), or \(52\ \mathrm{\mu K}\). Doubling \(s_0\), and with it \(U_0\), gives \(0.353\) and \(102\ \mathrm{\mu K}\). The temperature almost doubles. The simulated ratios carry a sampling and time-step error of about \(0.004\): the stationary solution of (37) with recoil diffusion added gives \(0.364\) and \(0.357\), the latter being \(103\ \mathrm{\mu K}\). The remaining difference of \(2\%\) is the effect of finite \(\varepsilon\).

The simulation still uses the low-saturation rates. The optical Bloch equations for all six sublevels show the error of that approximation. They were solved numerically for the force at \(v=0.02\,v_c\) and for the force fluctuations and emission recoil at rest. As \(s_0\) rises from \(10^{-4}\) to \(0.05\), a factor of 500, \(\alpha/\hbar k^2\) changes from \(9.00\) to \(9.12\), or by \(1.3\%\). The ratio \(\bar D/(\alpha U_0)\), with \(U_0\) still defined by (11), falls from \(0.398\) to about \(0.366\), which is \(8\%\) below the low-saturation value. Friction is therefore nearly independent of intensity at this \(s_0\), while the temperature, about \(50\ \mathrm{\mu K}\), is uncertain by roughly a tenth within this model.
